Why QED level-shift operators fail for g factors and hyperfine constants

A model operator fitted to QED level shifts does not carry the QED corrections to g factors and hyperfine constants

Add to the Dirac Hamiltonian of hydrogen a short-range operator tuned to give a self-energy shift of the right size, solve for the new 1s orbital, and evaluate the magnetic operators with it. The g factor moves by 2.6×10⁻¹⁰, whereas one-loop QED moves it by α/π = 2.3×10⁻³. The hyperfine splitting moves by −156, −294 or −569 kHz, depending on a width that leaves the fitted 1s shift fixed and changes the 2s shift by only 7.5×10⁻⁵ of itself, whereas the leading QED term is +1651 kHz.

The belief and its appeal

The belief is that an operator h which reproduces the radiative shifts of the levels also produces radiatively corrected orbitals, so that any expectation value taken with them includes QED to the same order. It tempts because it is a theorem for a true potential. If h and a second perturbation λV are added to H₀, the energy term bilinear in them is

2 Σ_{n≠a} V_an h_na/(ε_a − ε_n),

which is the change of ⟨V⟩ caused by the change of the orbital a. This is the perturbed-orbital (po) term, and for a true potential there is nothing else. The self-energy, however, describes an electron that spends part of its time together with a photon, and V acts during that time too.

Three terms where the model has one

Let an electron with Hamiltonian H₀ + λV couple with strength η through operators W_k to photon modes of energy ω_k; the W_k are Hermitian, and H₀, V and the Σ defined below are real and symmetric. To order η² only the zero- and one-photon sectors enter. The one-photon components obey (E − ω_k − H₀ − λV)φ_k = ηW_kψ, and inserting them into the zero-photon equation gives

[H₀ + λV + η²Σ(E,λ)]ψ = Eψ,   Σ = Σ_k W_k R_k W_k,   R_k = (E − ω_k − H₀ − λV)⁻¹.

To order η², E = ε_a(λ) + η²⟨a(λ)|Σ(ε_a(λ),λ)|a(λ)⟩, with a(λ) the eigenstate of H₀ + λV. Here λ enters through the state, through the energy argument (dε_a/dλ = V_aa) and through R_k. With ∂R/∂E = −R² and ∂R/∂λ = RVR, the coefficient of η²λ is

po = 2 Σ_{n≠a} V_an Σ_na(ε_a)/(ε_a − ε_n),
derivative = −V_aa Σ_k ⟨a|W_k R_k² W_k|a⟩,
vertex = Σ_k ⟨a|W_k R_k V R_k W_k|a⟩.

A model operator is independent of E and λ, so it has a po term only. The symmetrized choice h_nm = ½[Σ(ε_n) + Σ(ε_m)]_nm has the right diagonal and reproduces every level to order η², but its element h_na differs from Σ_na(ε_a). Its diagonal part alone gives the same levels and po = 0. For five levels, two modes and random W_k and V, exact diagonalization gives the coefficient 5.1084, equal to 4.8689 − 0.2097 + 0.4492; the two model operators give 4.9158 and 0.

For V = 1 the vertex is +⟨WR²W⟩ and cancels the derivative term, since a constant moves E and H₀ together. Now take V = σ_z/2 with spin-independent H₀. V commutes with H₀, so it has no elements between different levels and is diagonal within the spin doublet of an orbitally nondegenerate a; hence po = 0. Let three modes of equal ω couple through W_k = wσ_k, and n = ⟨a|wR²w|a⟩. Since σ_k² = 1, the derivative term is −3nσ_z/2. Since σ_x and σ_y anticommute with σ_z, Σ_kσ_kσ_zσ_k = −σ_z and the vertex is −nσ_z/2. The splitting is λ(1 − 4η²n). Diagonalization gives −0.5992 = −4 × 0.1498 for the change per η², and zero both for spin-independent W_k and for a model operator. The sign and size belong to this toy; the lesson is that here the whole change comes from the derivative and vertex terms, through the spin-flipping couplings inside the loop, where a model operator has no term.

The free limit in QED

Units are ħ = c = m = 1, e² = 4πα, metric (+,−,−,−), Feynman gauge. For a free electron the mass-subtracted self-energy annihilates the on-shell spinor, so po = 0, the derivative term becomes δZ₂ and the vertex term δΓ^μ. With q = p′ − p, k′ = k + q, q² = −Q² and photon mass μ, the vertices, electron propagators and photon propagator supply (−ie)²·i²·(−i) = −ie²:

δΓ^μ = −ie² ∫d⁴k/(2π)⁴ N^μ / {(k²−1)(k′²−1)[(k−p)²−μ²]},   N^μ = γ^ν(k̸′+1)γ^μ(k̸+1)γ_ν.

Combine the denominators, in that order, with parameters x + y + z = 1: 1/(ABC) = 2∫1/(xA+yB+zC)³. With l = k + yq − zp and p·q = −q²/2 (from p′² = p² = 1), the q² terms are (y − y² − yz)q² = xyq² and the constants are −z² − (1−z) + z − zμ², so

xA + yB + zC = l² − Δ,   Δ = (1−z)² + zμ² + xyQ².

The contractions γ^ν a̸b̸c̸ γ_ν = −2c̸b̸a̸, γ^ν a̸b̸ γ_ν = 4a·b and γ^ν a̸ γ_ν = −2a̸ give N^μ = −2k̸γ^μk̸′ + 4(k+k′)^μ − 2γ^μ. Put k = l + a, k′ = l + a′, with a = zp′ − (1−x)q and a′ = zp + (1−y)q. Odd powers of l vanish, and l^ρl^σ → l²g^ρσ/4 turns −2l̸γ^μl̸ into l²γ^μ. Between ū(p′) and u(p), anticommuting p̸′ to the left and p̸ to the right gives

γ^μq̸ → 2p′^μ − 2γ^μ,   q̸γ^μ → 2γ^μ − 2p^μ,   q̸γ^μq̸ = 2q^μq̸ − q²γ^μ → −q²γ^μ.

With P = p + p′, the first two give the Gordon identity iσ^{μν}q_ν = −½[γ^μ,q̸] → 2γ^μ − P^μ. Using ū′a̸ = ū′[z − (1−x)q̸], a̸′u = [z + (1−y)q̸]u and 2 − x − y = 1 + z,

a̸γ^μa̸′ → γ^μ[z² − 2z(1+z) + (1−x)(1−y)q²] + z(1+z)P^μ + z(x−y)q^μ,
a + a′ = zP + (x−y)q.

The l-independent numerator is therefore γ^μ[2z² + 4z − 2 − 2(1−x)(1−y)q²] + 2z(1−z)P^μ + (4−2z)(x−y)q^μ. The last term is odd under x ↔ y and integrates to zero. Replacing P^μ by 2γ^μ − iσ^{μν}q_ν gives

N₀^μ = −2[1 − 4z + z² + (1−x)(1−y)q²]γ^μ − 4z(1−z) iσ^{μν}q_ν/2.

Wick rotation gives d⁴l = iπ²s ds and l² = −s. With ∫s ds/(s+Δ)³ = 1/(2Δ), and a Pauli–Villars photon of mass Λ subtracted where the integral diverges,

∫d⁴l/(2π)⁴ (l²−Δ)⁻³ = −i/(32π²Δ),
∫d⁴l/(2π)⁴ l²(l²−Δ)⁻³ and ∫d⁴l/(2π)⁴ (l²−Δ)⁻² → (i/16π²) ln(Δ_Λ/Δ_μ).

Multiplied by −2ie², the first yields −α/(4πΔ) and the second (α/2π)ln(Δ_Λ/Δ_μ). Write Γ^μ = F₁γ^μ + F₂ iσ^{μν}q_ν/2. F₂ is finite at μ = 0, Λ → ∞. With ρ = 1 − z, y = ρξ, x = ρ(1−ξ), dx dy = ρ dρ dξ,

F₂ = (α/π)∫₀¹(1−ρ)dρ ∫₀¹dξ/[1 + ξ(1−ξ)Q²] = (α/2π) f(Q),   f = ∫₀¹dξ/[1 + ξ(1−ξ)Q²].

For Q = 2 sinh(θ/2) and v = 2ξ − 1 the denominator is cosh²(θ/2) − v² sinh²(θ/2), and f = (θ/2)/[sinh(θ/2)cosh(θ/2)] = θ/sinh θ. A projection with explicit Dirac matrices reproduces this, with f(2) = 0.6232252. Thus F₂(0) = α/2π.

At q = 0 the integral over x and y gives 1 − z, and with D = 1/Δ_μ − 1/Δ_Λ, L = ln(Δ_Λ/Δ_μ),

δF₁(0) = (α/2π)∫₀¹dz (1−z)[L + (1 − 4z + z²)D].

The self-energy is −iΣ = −e²∫d⁴k/(2π)⁴ (4 − 2k̸)/{(k²−1)[(k−p)²−μ²]}. The shift l = k − zp gives Σ = (α/2π)∫dz (2 − zp̸)L, with Δ = 1 − z + zμ² − z(1−z)p², which agrees with the former Δ at p² = 1. The residue of i/(p̸ − 1 − Σ) gives δZ₂ = dΣ/dp̸ at p̸ = 1, where dΔ/dp̸ = −2z(1−z):

δZ₂ = (α/2π)∫₀¹dz [−zL + 2z(1−z)(2−z)D].

In the sum, L has the coefficient 1 − 2z and D has (1−z)(1 − 4z + z² + 4z − 2z²) = (1−z)(1−z²). Integrate the L term by parts with the antiderivative z(1−z), which vanishes at both ends. Since z dΔ/dz = Δ − (1−z²), one has z dL/dz = (1−z²)D, the L term equals −∫(1−z)(1−z²)D, and δF₁(0) + δZ₂ = 0. This is the Ward identity, the V = 1 case of the toy; for μ = 0.5, Λ = 5 the two terms are ±0.715224 α/2π.

In the frame p′ = −p (three-vectors) the spatial part of P vanishes, and the Gordon identity makes the spatial parts of γ^μ and iσ^{μν}q_ν/2 equal. The spin couples to a magnetic field with F₁ + F₂, which at Q = 0 is 1 + α/2π after the cancellation. Hence δg = 2F₂(0) = α/π, and the Fermi splitting E_F, linear in the electron moment, gains (α/2π)E_F.

These values survive weak binding. Let k = Zα from here on. By power counting, soft photons couple through p ~ k and add terms of relative order αk² times logarithms. The Q dependence of F₂ costs one power of k. The 1s density (k³/π)e^{−2kr} has the transform 16k⁴/(Q²+4k²)², so the relative loss in the contact term is

(8k/π)∫₀^∞ dQ Q²(1−f)/(Q²+4k²)² → (8k/π)∫dQ (1−f)/Q² = (8k/π)(π/2)∫₀¹√(ξ(1−ξ))dξ = πk/2,

using ∫s dQ/(1+sQ²) = π√s/2 and ∫√(ξ(1−ξ))dξ = π/8. For Z = 1 quadrature gives 0.01136 against 0.01146. This is one piece of the order αZα, shown only for its scaling.

What a model operator gives

Take a point nucleus of infinite mass and an s₁/₂ state ψ = r⁻¹(Gχ, iFχ′), χ′ = −σ·r̂χ, with χ a constant spinor over √(4π) and ∫(G²+F²)dr = 1. From σ·p(G/r)χ = i(G/r)′χ′ and σ·∇(u σ·r̂) = u′ + 2u/r for radial u, the Dirac equation with a local potential V reads, with m shown,

G′ = G/r + (E+m−V)F,   F′ = −F/r − (E−m−V)G.

For V = −k/r, m = 1, substitution confirms G ∝ r^γe^{−kr}, F = −cG, E = γ = √(1−k²), c = k/(1+γ): the powers of r require c(1+γ) = k and ck = 1 − γ. Then 1 + c² = 2/(1+γ), GF = −(k/2)(G²+F²) and ⟨β⟩ = (1−c²)/(1+c²) = γ.

The magnetic perturbation is eα·A for charge −e. A uniform field, A = ½B×r, gives (e/2)B·(r×α); a nuclear moment, A = μ×r/4πr³, gives (e/4π)μ·(r×α)/r³. The upper–lower matrix element contains (r̂×σ)_z(−iσ·r̂). Averaging r̂_i r̂_l → δ_il/3 and using ε_{zij}σ_jσ_i = −2iσ_z gives −(2/3)σ_z, and the conjugate term doubles it. So ⟨(r×α)u(r)⟩ = −(8/3) j ∫r u GF dr. With μ_B = e/2m,

g = −(8/3) m∫r GF dr,   E_hfs ∝ −∫GF r⁻² dr.

For Coulomb 1s, ⟨r⁻²⟩ = (2k)²Γ(2γ−1)/Γ(2γ+1) = 2k²/[γ(2γ−1)], so −∫GF r⁻²dr = k³/[γ(2γ−1)]. Defining E_F by γ → 1, E_hfs/E_F = −k⁻³∫GF r⁻²dr. For I = ½, μ = 2μ_p I and I·j changes by 1, so E_F = (e/4π)(16/3)k³μ_p = (8/3)αk³(μ_p/μ_B)m.

The radial equations give (G²+F²)′ = 2(G²−F²)/r + 4mGF, because V and E cancel in (E+m−V) − (E−m−V) = 2m. Multiplying by r and integrating by parts gives −1 = 2⟨β⟩ + 4m∫rGF dr, so

g = (2/3)(1 + 2⟨β⟩) ≤ 2

for any local potential of this (time-component) kind, of any strength, since ⟨β⟩ ≤ 1. The Dirac value plus the leading QED term, 1.99996450 + 0.00232282 = 2.00228732, lies outside this range. A nonperturbative solution at Z = 20 with U = 0.1 exp(−r²/4) added has ⟨β⟩ = 0.9930006 and g = 1.9906675, as the identity requires.

The Hellmann–Feynman theorem gives ⟨β⟩ = ∂E/∂m at fixed V, so a local model U(r) yields δg_po = (4/3)∂δE/∂m at fixed U. For a range b ~ 1/m ≪ 1/mk and ∫r²U dr ≠ 0, δE → 4(mk)³∫r²U dr and

δg_po → 4δE/m.

For the hyperfine term at small k put G = rR. The first radial equation gives F ≈ rR′/2; the relativistic terms dropped here and below change the result by a relative amount that vanishes with k. Then ∫GF r⁻²dr = ½∫RR′dr = −R(0)²/4, and the relative change is δ_po = 2δR(0)/R(0). The first-order Schrödinger equation, with ε the binding eigenvalue, is

(r²δR′)′ = 2r²[(U − δE)R + (V − ε)δR].

For r ≪ 1/k the U term dominates, δR′ = 2R(0)r⁻²∫₀^r U s²ds, and exchanging the order of integration gives δR(∞) − δR(0) = 2R(0)∫U s ds. Beyond the range, δR/R ≈ −2J/r with J = ∫r²U dr = δE/4k³; at r ~ 1/k this is of order Jk, smaller than ∫Us ds ~ J/b by kb. Hence

δ_po → −4∫rU dr.

The energy fixes ∫r²U dr and the hyperfine term needs ∫rU dr. For U = A exp(−r²/b²) these are A√π b³/4 and Ab²/2, so δ_po → −2δE/(√π k³b). The first correction follows from the tail: the Coulomb term supplies 2r²(−k/r)(−2JR/r) = 4kJR, so δR′ gains 4kJR/r between b and 1/k, and δ_po gains −8kJ ln(1/kb) = −(2δE/k²)ln(1/kb) plus a constant not derived here.

Nonlocal operators follow from the symmetry of the po term, which equals 2⟨a|h|δa⟩ with δa the orbital perturbed by the magnetic operator. The two limits hold for every shape of U with ∫r²U dr ≠ 0, and G² = 4k³r² there, so for r ~ 1/m the large component of δa is 2G in units of g and −G/(2k³r) in units of E_F. An h acting on G within that range then gives δg_po → 4δE, provided the leading, k³, part of δE does not vanish (for a separable h, provided ∫rφ dr ≠ 0). For the separable h = |φ⟩B⟨φ| with φ = re^{−r/b}, δ_po/δE = −k⁻³∫φ dr/∫rφ dr = −1/(2k³b).

With δE = F_fit(α/π)k⁴, for an h of fixed shape that acts on G and whose k³ part of δE does not vanish, the po terms scale as αk⁴ for g and αk for the hyperfine splitting. Both vanish as Zα → 0, also if F_fit grows like a logarithm, while the QED terms stay at α/π and α/2π. The proviso matters for the hyperfine term. If ∫r²U dr = 0, then G² = 4k³r²(1 − 2kr) gives δE → −8k⁴∫r³U dr, the fitted amplitude is of order α and independent of k, and −4∫rU dr stays of order α, with a value the energy does not fix; δg_po → 16δE/3m still vanishes. Operators acting on the small component are not covered by these scalings.

Hydrogen in numbers

The po terms were computed in Dirac theory without expansion in k. With (s_G, s_F) = (δE − h)(G, F), the perturbed equations gain +s_F and −s_G. In W = GδF − FδG the homogeneous terms cancel, W′ = −(Gs_G + Fs_F). Writing δG = uG and δF = uF + W/G, the first equation gives u′ = (E+1−V)W/G² + s_F/G, and normalization fixes the constant in u. At Z = 20 this agrees with finite differences of nonperturbative solutions (−2.92315 against −2.92316 for the hyperfine response to a unit Gaussian).

Take F_fit = 10, a round parameter of the rough size of the 1s self-energy function of hydrogen; all po values are proportional to it, and their digits describe the model only. Then δE = 6.5868×10⁻¹¹ m = 8138.6 MHz, 4δE/m = 2.635×10⁻¹⁰, E_F = 1421.16 MHz, and (α/2π)E_F = 1.16141×10⁻³ × 1421.16 MHz = 1650.6 kHz.

Gaussian b = 0.5: δg = 2.628×10⁻¹⁰, δ_po = −4.001×10⁻⁴ (limit −3.825×10⁻⁴), −569 kHz.
Gaussian b = 1: δg = 2.620×10⁻¹⁰, δ_po = −2.071×10⁻⁴ (limit −1.913×10⁻⁴), −294 kHz.
Gaussian b = 2: δg = 2.606×10⁻¹⁰, δ_po = −1.098×10⁻⁴ (limit −0.956×10⁻⁴), −156 kHz.
Separable b = 0.5: δg = 2.611×10⁻¹⁰, δ_po = −1.848×10⁻⁴ (limit −1.695×10⁻⁴), −263 kHz.

For b = 1 the limit is −2 × 10 × 2.32282×10⁻³ × 7.29735×10⁻³/√π = −1.913×10⁻⁴. Every δg is about 1.1×10⁻⁷ of α/π. The hyperfine values exceed their limits in magnitude by 1.759, 1.585 and 1.412×10⁻⁵. The steps of 0.174 and 0.173×10⁻⁵ per doubling of b compare with the derived (2δE/k²)ln 2 = 2 × 1.237×10⁻⁶ × 0.693 = 0.171×10⁻⁵, and these excesses lower the ratio between b = 0.5 and b = 2 from 4 to 3.65.

In relative terms the 2s level hardly separates the Gaussians. With x = kr the nonrelativistic densities go as 1 − 2x + 2x² (1s) and (1 − x/2)²e^{−x} = 1 − 2x + 1.75x² (2s), so the shape enters the ratio of shifts first at (kb)². The computed 8δE(2s)/δE(1s) spreads over 7.5×10⁻⁵, which is 76 kHz of the 2s shift of 8138.6/8 = 1017 MHz, while the hyperfine po term changes by the factor 3.65.

At fixed F_fit and b = 1, δ_po in units of α/2π is −0.00165, −0.0167, −0.178 and −0.830 for Z = 0.01, 0.1, 1 and 4, while δg/(α/π) goes from 1.13×10⁻¹⁵ to 2.84×10⁻⁵. The hyperfine po term is thus comparable with the Schwinger term by Z = 4 in this model. Being large does not make it complete.

A case with no fitting error

Vacuum polarization shows that a better fit is no cure. The fermion loop gives iΠ^{μν} = −e²∫tr[γ^μ(κ̸+1)γ^ν(κ̸′+1)]/[(κ²−1)(κ′²−1)], κ′ = κ + q, with trace 4[κ^μκ′^ν + κ^νκ′^μ − g^{μν}(κ·κ′−1)]. The shift κ = l − xq leaves the term −8s q^μq^ν, s = x(1−x), over (l² − 1 − sQ²)². A gauge-invariant regulator makes Π^{μν} = (q²g^{μν} − q^μq^ν)Π, so this term fixes Π. Subtracting at q = 0, −iΠ = 8e²∫s dx (i/16π²)(−ln(1+sQ²)), that is

Π = (2α/π)∫₀¹ s ln(1 + sQ²)dx,

and the photon propagator gains the factor 1 + Π. Put v = 1 − 2x, s = (1−v²)/4, integrate by parts with the antiderivative (v − v³/3)/4, and set t = (1−v²)^{−1/2}, v dv = dt/t³, 1 − v²/3 = (2/3)(1 + 1/2t²):

Π = (2α/3π)∫₁^∞ w(t) Q²/(Q²+4t²) dt,   w = (1 + 1/2t²)√(t²−1)/t².

Thus Π/Q² is a sum of Yukawa propagators, 1/r → e^{−2tr}/r, and the Uehling potential U = −(k/r)(2α/3π)∫w e^{−2tr}dt is exactly the operator for this part of the level shift. The substitution t = 1/sin φ gives ∫w/t dt = π/4 + π/32 = 9π/32 and ∫w/t² dt = 1/3 + 1/15 = 2/5. The po term is

−4∫rU dr = 4k(2α/3π)∫w/(2t) dt = (3/8)αZα.

The same loop also dresses the photon from the nuclear moment. The 1/r² in the hyperfine integral is −d(1/r)/dr and becomes (1 + 2tr)e^{−2tr}/r². With GF = −2k⁴r² near the origin, each t contributes 2k∫(1+2tr)e^{−2tr}dr = 2k/t, and the magnetic loop gives 2k(2α/3π)(9π/32) = (3/8)αZα again. At Zα = 10⁻⁵ the Dirac integrals give 0.37502 and 0.37500; for hydrogen, 28.95 and 28.25 kHz. The equality is a small-Z statement: in units of αZαE_F the pair is 0.4317 and 0.3667 at Z = 10, and 0.7161 and 0.4334 at Z = 40.

Where the belief holds

For the g factor the Uehling po term is the whole Uehling correction, because a uniform field has Q = 0 and Π(0) = 0. From δE = −4k⁴(2α/3π)∫w/(4t²)dt = −(4/15)(α/π)k⁴ it tends to −(16/15)(α/π)(Zα)⁴; the coefficient is −1.0544 at Z = 1. For the self-energy, a scalar perturbation that is nearly constant over the orbital has vertex and derivative terms that cancel up to gradient terms, by the Ward identity. This does not rescue the belief: V_an vanishes for a constant V, so the po term is itself a gradient term, the cancellation gives no reason for it to dominate, and it depends on the off-diagonal elements of h, which energies alone do not fix. An operator that is given a field dependence, for instance an explicit Pauli term with F₂(0), lies outside the class treated here and supplies the Schwinger term as an input. In the hyperfine case it samples the Dirac components at the origin, where the density diverges as r^{2γ−2} for a point nucleus, so the α/2π limit as Zα → 0 needs a short-distance cutoff, such as a finite nuclear radius or a width given to the term. A short-range width alone cannot be tuned to the hydrogen value: for U ≥ 0 the limit −4∫rU dr, valid for b ≪ 1/k, is negative for every such width, opposite in sign to α/2π. A local U that changes sign can be shaped so that ∫r²U dr and ∫rU dr both take prescribed values; it then reproduces the hyperfine number without predicting it, and still leaves g at or below 2.

The numerical check contains the checks and numbers quoted here, except the excesses over the limits, their comparison with the logarithm and the 2s spread in kHz, which are arithmetic on its output.

Values computed for the example and the checks

```
toy (arbitrary units, order g^2 lambda): eps [0.   0.3  0.55 0.8  1.  ] omega [2.0, 3.0]
toy exact 5.10838; po 4.86885; derivative -0.20965; vertex 0.44919
toy model operator: symmetrized 4.91575; diagonal only 0.00000
spin toy: n 0.14979; splitting change/g^2: spin coupling -0.5992, -4n -0.5992
spin toy: scalar coupling 0.0000; model operator 0.0000
F2/(alpha/2pi) at Q=0.001 m: matrices 0.9999998; theta/sinh(theta) 0.9999998
F2/(alpha/2pi) at Q=2.0 m: matrices 0.6232252; theta/sinh(theta) 0.6232252
Ward (mu=0.5 m, Lambda=5 m), unit alpha/2pi: dF1(0) 0.715224; dZ2 -0.715224
relative loss of F2 over 1s density, Z=1: 0.01136; pi*Za/2 0.01146
Z=20, U=exp(-r^2) m, unit amplitude: dE/m, dg, dhfs/E_F response 0.004194 0.014927 -2.92315
   same by shooting and finite difference 0.004194 0.014927 -2.92316
Z=20, U=0.1 exp(-r^2/4) m: E/m 0.9910076; <beta> 0.9930006; g 1.9906675; Coulomb g 1.9857232
alpha 7.297352564e-03; alpha/pi 2.322819e-03; alpha/2pi 1.161410e-03
hydrogen, Ffit 10.0: dE(1s) 6.5868e-11 m = 8138.6 MHz
Dirac g 1.99996450; Dirac g + alpha/pi 2.00228732; 4dE/m 2.6347e-10
E_F 1421.1595 MHz; Breit factor 1.0000799; (alpha/2pi)E_F 1650.55 kHz
Gauss b=0.5: A 7.7114e-04 m; 8dE(2s)/dE(1s) 1.000042; dg 2.6275e-10; dg/(alpha/pi) 1.131e-07
   dhfs/E_F -4.0012e-04 = -568.6 kHz; limit formula -3.8253e-04
Gauss b=1.0: A 9.7192e-05 m; 8dE(2s)/dE(1s) 1.000027; dg 2.6203e-10; dg/(alpha/pi) 1.128e-07
   dhfs/E_F -2.0712e-04 = -294.3 kHz; limit formula -1.9127e-04
Gauss b=2.0: A 1.2350e-05 m; 8dE(2s)/dE(1s) 0.999967; dg 2.6059e-10; dg/(alpha/pi) 1.122e-07
   dhfs/E_F -1.0975e-04 = -156.0 kHz; limit formula -9.5633e-05
2s spread 7.49e-05; hfs ratio b=0.5 to b=2 3.646
separable b=0.5: dg 2.6107e-10; dhfs/E_F -1.8476e-04 = -262.6 kHz; limit -1.6950e-04
scan b=1 Z=0.01: dg/(alpha/pi) 1.134e-15; dhfs/[(alpha/2pi)E_F] -1.6492e-03
scan b=1 Z=0.1: dg/(alpha/pi) 1.134e-11; dhfs/[(alpha/2pi)E_F] -1.6654e-02
scan b=1 Z=1: dg/(alpha/pi) 1.128e-07; dhfs/[(alpha/2pi)E_F] -1.7833e-01
scan b=1 Z=4: dg/(alpha/pi) 2.840e-05; dhfs/[(alpha/2pi)E_F] -8.3034e-01
Uehling hfs, unit alpha*Za*E_F, Za=1e-5: po 0.37502; magnetic loop 0.37500
Uehling Z=1: po 0.3826; mag loop 0.3733; dg/[(alpha/pi)Za^4] -1.0544
   hydrogen: po 28.95 kHz; magnetic loop 28.25 kHz
Uehling Z=10: po 0.4317; mag loop 0.3667; dg/[(alpha/pi)Za^4] -0.9681
Uehling Z=40: po 0.7161; mag loop 0.4334; dg/[(alpha/pi)Za^4] -0.8531
```
